**Numerical test of the phonon-limited current in a metallic nanotube**

For instantaneous backscattering by phonons of energy $W=160$ meV and no phonon absorption, the current of four channels is at most $I_0=4eW/h=24.8$ µA. Here $F$ is the field, $l$ the emission length, $l_a$ the elastic mean free path and $N$ the phonon occupation. The program asserts that an exhaustive search over small discrete distributions finds no current above the bound, and that the tight-binding bands of a (15,15) tube have four right-moving channels and reproduce $I_0$ within 0.5%. A kinetic equation stepped to its steady state is asserted to give a Fermi profile of width $eFl$ and a current within 0.5% of $I_0$ for $eFl=20$ and 40 meV; at 80 meV the output shows a current 9% above $I_0$. With elastic scattering, the current extrapolated to instantaneous emission is asserted to agree within 2% with $I_0/(1+W/(eFl_a))$ in two cases. The heat given to phonons is asserted to match the electrical power within 1% without elastic scattering and within 2% with it. For the example at 20 kV/cm, the output gives 22.3 µA with the lattice at 300 K, 15.8 µA with self-heating to 511 K, and 4.1 µA for a trial occupation $N=0.3$.

## Numerical verification

```python
# Result under test: if electrons in a metallic nanotube emit a phonon of energy W
# and reverse direction as soon as they can, the current cannot exceed 4 e W / h.
# Symbols: R, L = occupations of right and left movers against band energy;
# W = phonon energy (eV); emit = field * emission length (eV);
# elastic = field * elastic mean free path (eV); N = phonon occupation number.
# The field drives electrons to the right. Currents are magnitudes.
import itertools
import numpy as np
from scipy.constants import e, h, k as k_B
from scipy.optimize import brentq

W = 0.160
quantum = 4 * e**2 / h              # conductance of four channels, siemens
I0 = quantum * W * 1e6              # microamperes


# ---- Exhaustive search for the largest current allowed by instant emission ----
shift = 3                           # phonon energy in cells
largest = -np.inf
for middle in itertools.product((0.0, 0.5, 1.0), repeat=8):
    left = np.array((1.0,) * 6 + middle + (0.0,) * 6)
    right = np.ones_like(left)
    right[shift:] = (left[:-shift] == 1.0)   # fullest allowed right movers
    largest = max(largest, float(np.sum(right - left)))
assert abs(largest - shift) < 1e-12


# ---- Current and channel count from the bands of an armchair tube ----
n_tube = 15
hopping = 2.7                       # eV
lattice = 0.246                     # nm
diameter = np.sqrt(3) * n_tube * lattice / np.pi
k_grid = np.linspace(-np.pi / lattice, np.pi / lattice, 100001)
c = np.cos(k_grid * lattice / 2)
dk = k_grid[1] - k_grid[0]
sum_velocity = 0.0
channels = 0
subband_edge = np.inf
probe = 0.05                        # energy at which channels are counted, eV
for q in range(1, 2 * n_tube + 1):
    root = 1 + 4 * np.cos(q * np.pi / n_tube) * c + 4 * c**2
    upper = hopping * np.sqrt(np.maximum(root, 0.0))
    if q != n_tube:
        subband_edge = min(subband_edge, float(upper.min()))
    for band in (upper, -upper):
        slope = np.diff(band) / dk
        energy = (band[1:] + band[:-1]) / 2
        filled = np.where(slope > 0, energy < W / 2, energy < -W / 2)
        sum_velocity += np.sum(slope[filled]) * dk
        channels += 2 * int(np.sum((band[:-1] < probe) & (band[1:] >= probe)))
I_bands = 2 * e**2 / h * sum_velocity * 1e6
assert channels == 4
assert abs(I_bands / I0 - 1) < 0.005   # finite k grid


# ---- Kinetic equation, stepped in time to its steady state ----
def steady_state(emit, elastic=np.inf, N=0.0, de=0.001, half=1.0, travel=3.0):
    """Return energies, R, L, integral of R-L (eV), heat to phonons (eV).

    One step is a collision step followed by a shift of one energy cell:
    right movers go up and left movers go down. Heat is the energy given to
    phonons per electronvolt of energy gained by a right mover from the field.
    """
    n = int(round(W / de))
    m = int(round(half / de))
    energy = (np.arange(-m, m) + 0.5) * de
    R = (energy < 0).astype(float)
    L = R.copy()

    def collisions(R, L):
        swap = (R - L) / elastic
        r_emits = ((1 + N) * R[n:] * (1 - L[:-n])
                   - N * L[:-n] * (1 - R[n:])) / emit
        l_emits = ((1 + N) * L[n:] * (1 - R[:-n])
                   - N * R[:-n] * (1 - L[n:])) / emit
        dR = -swap
        dL = swap.copy()
        dR[n:] -= r_emits
        dL[:-n] += r_emits
        dL[n:] -= l_emits
        dR[:-n] += l_emits
        return dR, dL, r_emits, l_emits

    steps = int(round(travel / de))
    check_at = 2 * steps // 3
    for step in range(steps):
        dR, dL, _, _ = collisions(R, L)
        dR, dL, r_emits, l_emits = collisions(R + de / 2 * dR, L + de / 2 * dL)
        R = R + de * dR
        L = L + de * dL
        R_before, L_before = R, L
        R = np.concatenate(([1.0], R[:-1]))
        L = np.concatenate((L[1:], [0.0]))
        if step == check_at:
            earlier = np.sum(R - L) * de
    assert abs(np.sum(R - L) * de - earlier) < 1e-3 * W   # steady state reached
    R_mean = (R + R_before) / 2
    L_mean = (L + L_before) / 2
    flow = np.sum(R_mean - L_mean) * de
    heat = W * (np.sum(r_emits) + np.sum(l_emits)) * de
    return energy, R_mean, L_mean, flow, heat


# Emission alone: Fermi profile of width emit, and a current that stays at I0.
sweep = {}
for emit in (0.020, 0.040, 0.080):
    energy, R, L, flow, heat = steady_state(emit, half=1.2)
    sweep[emit] = flow / W
    if emit < 0.05:
        fermi = 1 / (1 + np.exp((energy - W / 2) / emit))
        assert np.max(np.abs(R - fermi)) < 0.005
        assert abs(flow / W - 1) < 0.005
        assert abs(heat / flow - 1) < 0.01

# Elastic scattering added: extrapolate to instantaneous emission.
elastic_tests = []
for elastic in (W, 4 * W):
    flows = []
    for emit in (0.008, 0.004):
        _, _, _, flow, heat = steady_state(emit, elastic, de=0.0005, half=0.6)
        assert abs(heat / flow - 1) < 0.02
        flows.append(flow / W)
    limit = 2 * flows[1] - flows[0]
    formula = 1 / (1 + W / elastic)
    assert abs(limit / formula - 1) < 0.02   # second-order rest of extrapolation
    elastic_tests.append((elastic / W, limit, formula))


# ---- Worked example: rough typical values for a tube on an oxide ----
field_kV_cm = 20.0
field = field_kV_cm * 1e5           # V/m
length_um = 3.0
emission_nm = 15.0
elastic_nm = 1000.0                 # at 300 K
heat_conductance = 0.15             # W/(m K), tube to substrate
T0 = 300.0
hot_N = 0.3                         # trial occupation of hot optical phonons
emit = field * emission_nm * 1e-9
elastic = field * elastic_nm * 1e-9


def phonon_number(T):
    return 1 / np.expm1(W * e / (k_B * T))


def tube_at(T):
    """Energies, right-mover occupation and current (microamperes) at lattice T."""
    energy, R, _, flow, _ = steady_state(emit, elastic * T0 / T, phonon_number(T))
    return energy, R, quantum * flow * 1e6


def heated_temperature(current):
    """Lattice temperature at which the substrate removes the heat produced."""
    return T0 + current * 1e-6 * field / heat_conductance


I_elastic = I0 / (1 + W / elastic)
energy, R_cool, I_cool = tube_at(T0)
occupied_cool = np.interp(subband_edge, energy, R_cool)

# A hotter tube carries less current, so the balance lies between these ends.
T = brentq(lambda trial: trial - heated_temperature(tube_at(trial)[2]),
           T0, heated_temperature(I_cool), xtol=0.2)
energy, R_hot, I_now = tube_at(T)
assert abs(T - heated_temperature(I_now)) < 1.0
occupied_hot = np.interp(subband_edge, energy, R_hot)
_, _, _, flow, _ = steady_state(emit, elastic, hot_N)
I_hot_phonons = quantum * flow * 1e6

hbar_v = np.sqrt(3) / 2 * lattice * hopping            # eV nm
tunnel_exponent = np.pi * subband_edge**2 / (hbar_v * field * 1e-9)
gain_nm = W / field * 1e9
contact_V = I_cool * 1e-6 / quantum
assert I_cool < I0 and I_now < I_cool

print(f"Phonon energy: {W*1e3:.0f} meV")
print(f"Channels counted in tube bands, with spin: {channels}")
print(f"Conductance of four channels: {quantum*1e6:.2f} microsiemens")
print(f"Limiting current I0: {I0:.2f} microampere")
print(f"Limiting current per channel: {I0/4:.2f} microampere")
print(f"Current summed over tube bands: {I_bands:.2f} microampere")
print(f"Search: largest current {largest:.1f} cells, phonon {shift} cells")
for width, ratio in sweep.items():
    print(f"Emission only, eFl = {width*1e3:.0f} meV: I/I0 = {ratio:.4f}")
for ratio, limit, formula in elastic_tests:
    print(f"eF*la/W = {ratio:.0f}: I/I0 kinetic {limit:.4f}, formula {formula:.4f}")
print(f"Tube indices: ({n_tube},{n_tube})")
print(f"Hopping energy: {hopping:.1f} eV; lattice constant: {lattice:.3f} nm")
print(f"Tube diameter: {diameter:.2f} nm")
print(f"Tube length: {length_um:.1f} micrometre")
print(f"Field: {field_kV_cm:.0f} kV/cm")
print(f"Voltage along tube: {field*length_um*1e-6:.2f} V")
print(f"Emission length: {emission_nm:.0f} nm")
print(f"Elastic mean free path at 300 K: {elastic_nm:.0f} nm")
print(f"Width eFl of the distribution edge: {emit*1e3:.1f} meV")
print(f"Distance to gain one phonon energy: {gain_nm:.1f} nm")
print(f"Current from elastic formula: {I_elastic:.2f} microampere")
print(f"Phonon occupation at 300 K: {phonon_number(T0):.5f}")
print(f"Kinetic current, lattice at 300 K: {I_cool:.2f} microampere")
print(f"Heat conductance to substrate: {heat_conductance:.2f} W/(m K)")
print(f"Heat per length, lattice at 300 K: {I_cool*1e-6*field:.1f} W/m")
print(f"Self-heated lattice temperature: {T:.0f} K")
print(f"Phonon occupation when self-heated: {phonon_number(T):.4f}")
print(f"Elastic mean free path when self-heated: {elastic_nm*T0/T:.0f} nm")
print(f"Kinetic current, self-heated: {I_now:.2f} microampere")
print(f"Heat per length, self-heated: {I_now*1e-6*field:.1f} W/m")
print(f"Trial hot-phonon occupation: {hot_N:.1f}")
print(f"Kinetic current, trial hot phonons: {I_hot_phonons:.2f} microampere")
print(f"Next subband edge: {subband_edge:.3f} eV")
print(f"Right-mover occupation at that edge, 300 K: {occupied_cool:.1e}")
print(f"Right-mover occupation at that edge, heated: {occupied_hot:.1e}")
print(f"Subband tunnelling probability: exp(-{tunnel_exponent:.0f})")
print(f"Contact voltage at the 300 K current: {contact_V:.3f} V")
print("finished without a failed check")
```

It prints:

```
Phonon energy: 160 meV
Channels counted in tube bands, with spin: 4
Conductance of four channels: 154.96 microsiemens
Limiting current I0: 24.79 microampere
Limiting current per channel: 6.20 microampere
Current summed over tube bands: 24.78 microampere
Search: largest current 3.0 cells, phonon 3 cells
Emission only, eFl = 20 meV: I/I0 = 1.0000
Emission only, eFl = 40 meV: I/I0 = 1.0040
Emission only, eFl = 80 meV: I/I0 = 1.0926
eF*la/W = 1: I/I0 kinetic 0.4988, formula 0.5000
eF*la/W = 4: I/I0 kinetic 0.7998, formula 0.8000
Tube indices: (15,15)
Hopping energy: 2.7 eV; lattice constant: 0.246 nm
Tube diameter: 2.03 nm
Tube length: 3.0 micrometre
Field: 20 kV/cm
Voltage along tube: 6.00 V
Emission length: 15 nm
Elastic mean free path at 300 K: 1000 nm
Width eFl of the distribution edge: 30.0 meV
Distance to gain one phonon energy: 80.0 nm
Current from elastic formula: 22.96 microampere
Phonon occupation at 300 K: 0.00206
Kinetic current, lattice at 300 K: 22.31 microampere
Heat conductance to substrate: 0.15 W/(m K)
Heat per length, lattice at 300 K: 44.6 W/m
Self-heated lattice temperature: 511 K
Phonon occupation when self-heated: 0.0272
Elastic mean free path when self-heated: 587 nm
Kinetic current, self-heated: 15.83 microampere
Heat per length, self-heated: 31.7 W/m
Trial hot-phonon occupation: 0.3
Kinetic current, trial hot phonons: 4.11 microampere
Next subband edge: 0.561 eV
Right-mover occupation at that edge, 300 K: 1.7e-07
Right-mover occupation at that edge, heated: 1.4e-05
Subband tunnelling probability: exp(-861)
Contact voltage at the 300 K current: 0.144 V
finished without a failed check
```
